# Hall factor by Monte Carlo with analytic and Boris free flights

## Symmetry and the quantity to be computed

Let carriers of charge $q$ and density $n$ move in an isotropic band, in a uniform magnetic field $B$ along $z$ and an electric field in the $xy$ plane. Write plane vectors as complex numbers: $\mathcal E=E_x+iE_y$ for the field, $V=v_x+iv_y$ for the velocity. If the scattering is isotropic too, rotating the field about $z$ rotates the mean velocity by the same angle. Hence
$$\langle V\rangle=\mu\,\mathcal E ,$$
with one complex mobility $\mu$ that depends on $|\mathcal E|$ and $B$ but not on the direction of the field. A mirror plane containing $z$ and the electric field reverses both $B$ and the transverse velocity, so $\mu(-B)=\mu(B)^*$, and $\mathrm{Im}(1/\mu)$ is odd in $B$. Since $1/\mu$ has the unit of $B$, the ratio $\mathrm{Im}(1/\mu)/B$ is a pure number, even in $B$.

This number is the Hall factor. In a Hall bar the current flows along $x$, so $\langle V\rangle=v$ is real and $j=nqv$. The field is $\mathcal E=v/\mu$, with transverse part $E_y=v\,\mathrm{Im}(1/\mu)$. With $R_H=E_y/(jB)$,
$$r\equiv nqR_H=\frac{\mathrm{Im}(1/\mu)}{B}=-\frac{\mathrm{Im}\,\mu}{B|\mu|^2}. \tag{1}$$
No search for the field that cancels the transverse current is needed: one simulation with the field $E$ along $x$ gives $\mu=\langle V\rangle/E$. Linearity in $E$ was not used; beyond linear response, $r$ belongs to the given total field strength. The low-field Hall factor is the limit of small $E$ and $B$.

## Free flights

The band is $\varepsilon(1+\alpha\varepsilon)=p^2/2m$. Differentiation gives $\mathbf v=\nabla_p\varepsilon=\mathbf p/M$ with $M=m(1+2\alpha\varepsilon)$. Let $P=p_x+ip_y$. The magnetic force has components $q(v_yB,-v_xB)$, which combine to $-iqBV$. Therefore
$$\frac{dP}{dt}=-i\omega P+qE,\qquad \omega=\frac{qB}{M}. \tag{2}$$
The momentum $p_z$ is constant unless there is a field $E_z$, which adds $qE_zt$.

**Parabolic band.** For $\alpha=0$, $\omega$ is constant. Multiplying (2) by $e^{i\omega t}$ and integrating gives
$$P(t)=P_0e^{-i\theta}+qE\,\frac{1-e^{-i\theta}}{i\omega},\qquad \theta=\omega t .$$
Because $1-e^{-i\theta}=2i\,e^{-i\theta/2}\sin(\theta/2)$, this becomes
$$P(t)=P_0e^{-i\theta}+qEt\,S,\qquad S=e^{-i\theta/2}\,\frac{\sin(\theta/2)}{\theta/2}, \tag{3}$$
which is regular as $B\to0$. Integrating $P/m$ once more gives the displacement
$$Z=\frac{P_0}{m}\,tS+\frac{qE}{m}\,\frac{t-tS}{i\omega}. \tag{4}$$
For small $\theta$, $S\simeq1-i\theta/2$, and the last term tends to $qEt^2/2m$, as it should. Its numerator then suffers cancellation, so a series is preferable at very small $\theta$. Both formulas were tested against a numerical solution of the force equations; the discrepancies were below $10^{-13}$ in the scaled units of the output.

**Nonparabolic band.** Now $\omega$ changes with energy during the flight. A Boris step separates the two forces:
$$P^-=P+\tfrac12qEt,\qquad P^+=\frac{1-ia}{1+ia}\,P^-,\qquad P'=P^++\tfrac12qEt,\qquad a=\frac{qBt}{2M^-}. \tag{5}$$
Half of any $E_z$ kick is also applied before the rotation. The mass $M^-$ is evaluated after the first half kick. The factor in (5) has modulus one, so the rotation changes neither $|P|$ nor the mass.

The order of accuracy follows from symmetry. Replacing $t$ by $-t$ turns each substep into its inverse, and the sequence reads the same in both directions; a step $-t$ therefore undoes a step $t$. Let the leading local error be $Ct^{k+1}$. Going forward and back leaves $C[t^{k+1}+(-t)^{k+1}]$ at this order, which must vanish, so $k$ is even. The step is correct to first order, hence $k\ge2$, and the error over a fixed time falls at least as $t^2$. For a flight of 1 ps, 16, 32 and 64 steps gave errors $2.95\times10^{-4}$, $7.38\times10^{-5}$ and $1.85\times10^{-5}$, relative to $\sqrt{mkT}$. Each halving of the step reduces the error by a factor of 4.

Two properties can be read off in the parabolic case. The rotation angle is
$$2\arctan(\theta/2)=\theta-\theta^3/12+\dots,$$
so the relative phase error is $\theta^2/12$ at leading order. At $\theta=0.1$ this is $8.33\times10^{-4}$, and the measured value is $8.32\times10^{-4}$. The stationary drift $P_d=qE/(i\omega)$, in contrast, has no step error. Here $\tfrac12qEt=iaP_d$, so the three substeps take $P_d$ to $(1+ia)P_d$, then to $(1-ia)P_d$, then back to $P_d$.

## Scattering and sampling

Let $D(\varepsilon)=\sqrt{\varepsilon(1+\alpha\varepsilon)/kT}\,(1+2\alpha\varepsilon)$, and zero for negative argument. The model has elastic acoustic scattering and optical phonons of one energy $\varepsilon_0$, with occupation $N=1/(e^{\varepsilon_0/kT}-1)$:
$$\Gamma(\varepsilon)=w_aD(\varepsilon)+w_o\left[N D(\varepsilon+\varepsilon_0)+(N+1)D(\varepsilon-\varepsilon_0)\right].$$
Final directions are isotropic. Band overlap factors, Pauli blocking and Landau quantization are left out.

Choose a constant $\Gamma_0\ge\Gamma$. Candidate events then follow one another after exponential times of mean $1/\Gamma_0$. At each event the carrier scatters with probability $\Gamma/\Gamma_0$ and otherwise continues unchanged, so real collisions occur at the rate $\Gamma$. To keep $\Gamma_0$ finite, the rates are held constant above $14\,kT$; at most $1.3\times10^{-5}$ of the samples lay there.

In any short interval $dt$ a candidate event has probability $\Gamma_0dt$, whatever the state of the carrier. States just before candidate events therefore sample the time average without weights. States before real collisions would carry the weight $\Gamma(\varepsilon)$.

## Removing the thermal noise

Averaging $V$ directly is expensive at low field, since a small drift must be found beneath the thermal velocity. A balance equation removes most of this noise. Take $g=P\,h(\varepsilon)$ with a function $h$ still to be chosen. During a flight $d\varepsilon/dt=qEp_x/M$, so by (2)
$$\frac{dg}{dt}=(-i\omega P+qE)h+P h'\,\frac{qEp_x}{M}.$$
Collisions remove $g$ at the rate $\Gamma g$. They return zero on average, because the new direction is isotropic. In a stationary state $\langle g\rangle$ does not change:
$$0=\left\langle-(\Gamma+i\omega)Ph+qE\left(h+\frac{Pp_xh'}{M}\right)\right\rangle .$$
Adding this zero to $\langle V\rangle=\langle P/M\rangle$ yields
$$\langle V\rangle=\left\langle P\left[\frac1M-(\Gamma+i\omega)h\right]+qE\left(h+\frac{Pp_xh'}{M}\right)\right\rangle. \tag{6}$$
This holds at any $E$, for every $h$ regular enough for the averages to exist. Over a finite time $t_r$ the neglected term is the change of $\langle g\rangle$ divided by $t_r$, which is small once the initial transient has passed.

The choice
$$h=\frac{1}{M(\Gamma+i\omega)}=\frac1{M\Gamma+iqB} \tag{7}$$
makes the first bracket vanish. What remains is proportional to $E$, so its relative noise stays finite as $E\to0$.

One repair is needed. Above the emission threshold $\Gamma$ contains $\sqrt{\varepsilon-\varepsilon_0}$, so $h'$ grows as $(\varepsilon-\varepsilon_0)^{-1/2}$, and the integral of $h'^2$ diverges logarithmically. Inside $h$ alone, the emission rate is therefore multiplied by $x^2/(x^2+\delta^2)$, with $x=(\varepsilon-\varepsilon_0)/kT$ and $\delta=0.01$. The scattering itself is untouched. Since (6) does not require the choice (7), the smoothing brings no bias. It leaves a small thermal term near threshold, whose relative noise grows as $1/E$ and would eventually dominate at very small fields.

If scattering favours some directions, collisions return a nonzero mean $g$, and (6) must be extended by that term.

## Linear-response reference

Equation (6) also gives a check by quadrature. Insert (7) and average over the equilibrium distribution $f_0\propto e^{-\varepsilon/kT}$. By isotropy $Pp_x$ averages to $p^2/3$, so
$$\mu=q\left\langle h+\frac{p^2h'}{3M}\right\rangle_0=\frac q3\left\langle\nabla_p\cdot(\mathbf p h)\right\rangle_0 .$$
Integrate by parts, using $\nabla_pf_0=-\mathbf p f_0/(MkT)$:
$$\mu=\frac{q}{3kT}\left\langle\frac{p^2h}{M}\right\rangle_0=\frac{q}{3kT}\left\langle\frac{v^2}{\Gamma+i\omega}\right\rangle_0. \tag{8}$$
For weak $B$, expand $1/(\Gamma+i\omega)\simeq\tau-i\omega\tau^2$ with $\tau=1/\Gamma$. Equation (1) then gives
$$r=3kT\,\frac{\langle v^2\tau^2/M\rangle_0}{\langle v^2\tau\rangle_0^2}. \tag{9}$$
A constant $\tau$ in a parabolic band gives $r=1$, since $\langle v^2\rangle_0=3kT/m$. For acoustic scattering alone, $\tau=c\,y^{-1/2}$ with $y=\varepsilon/kT$ and $v^2=2kTy/m$. The equilibrium weight $\sqrt y\,e^{-y}$ gives $\langle y^{1/2}\rangle_0=2/\sqrt\pi$, so
$$r=\frac{3kT(2kT/m^2)c^2}{(2kT/m)^2c^2(4/\pi)}=\frac{3\pi}8\simeq1.178,$$
which the quadrature reproduces.

**A slow variable.** Equation (8) assumes that the energy distribution is the equilibrium one. In this model that is delicate even at weak field. Collisions change $\varepsilon$ by $0$ or $\pm\varepsilon_0$, so the remainder $s$ of $\varepsilon$ modulo $\varepsilon_0$ can change only through the field. At weak field the phonons establish $f=F(s)e^{-\varepsilon/kT}$, with $F$ periodic and otherwise free. The field drives an energy flux $-A(\varepsilon)\,\partial f/\partial\varepsilon$, where $A\propto E^2$ is the density of states times the energy diffusion coefficient. Summed over all energies with the same $s$, the flux is
$$-a(s)\left[F'(s)-F(s)/kT\right],\qquad a(s)=\sum_jA(s+j\varepsilon_0)\,e^{-(s+j\varepsilon_0)/kT}.$$
A stationary state needs this to be independent of $s$. A constant $F$ satisfies that condition only if $a(s)$ is constant, which is not the case in general. The common factor $E^2$ drops out of the condition, so the deviation survives as $E\to0$, while the time to reach it grows as $1/E^2$. Equation (8) thus describes a weak field acting on carriers still distributed as in equilibrium. Phonon dispersion or slightly inelastic acoustic scattering would relax $s$ without the field.

## Statistical error

Each of $n_t$ independent trajectories supplies a time average $\mu_j$, with overall mean $\bar\mu$. Successive states of one trajectory are correlated, through $s$ for a long time, so the trajectory is the statistical unit. Linearizing (1) gives
$$\delta r_j=-\frac1B\,\mathrm{Im}\,\frac{\mu_j-\bar\mu}{\bar\mu^2},\qquad \sigma_r=\frac{\mathrm{sd}(\delta r_j)}{\sqrt{n_t}}, \tag{10}$$
where sd is the sample standard deviation. The correlation between the two components of $\mu_j$ is included automatically. With $\delta\mu$ the error of the mean mobility, the next term of the expansion is at most $|\delta\mu/\mu|^2/(B|\mu|)$ in magnitude and gives a bias falling as $1/n_t$. A target error $\sigma_*$ requires $n_t(\sigma_r/\sigma_*)^2$ trajectories of the same length.

The formula was tested by splitting 20000 trajectories into 100 groups and computing $r$ in each. The scatter between groups gives a standard error of 0.0043, and (10) gives 0.0045.

## Worked example

The parameters are round model values: electrons with $q=-e$, $m=0.2\,m_e$, $T=300$ K, $\varepsilon_0=40$ meV, $B=1$ T, $w_a=4\times10^{12}\ \mathrm{s^{-1}}$ and $w_o=3\times10^{12}\ \mathrm{s^{-1}}$. Trajectories start from equilibrium, and 200 flights are discarded before a recording stage of 1800 flights, in which the state is sampled after every third flight.

**Parabolic band, $E=3\times10^4$ V/m.** Flights use (3). The estimator (6) gives $\mu=-0.10248-0.01359\,i$ in $\mathrm{m^2/(V\,s)}$, so by (1)
$$r=\frac{0.01359}{0.10248^2+0.01359^2}\simeq1.27 .$$
With unrounded data $r=1.271\pm0.003$, against 1.277 from (8) at the same $B$. The weak-field value (9) is 1.285, so a field of 1 T already lowers $r$ slightly. Direct averaging of the same trajectories has a standard error of 0.21 in $r$; the estimator (6) reduces the variance about 4400 times. A statistical error of 0.1 % would take about $1.2\times10^5$ trajectories.

**Nonparabolic band, $\alpha=0.5\ \mathrm{eV^{-1}}$, same field.** Boris flights give $r=1.345\pm0.005$, and (8) gives 1.347.

Measured in standard errors, the mobilities agree less closely than the Hall factors, which differ from (8) by about two standard errors (0.5 %) in the parabolic run and half a standard error (0.2 %) in the nonparabolic run. The real parts lie 0.4 % and 0.5 % below (8) in magnitude, nearly four standard errors in each case; the comparison was tested with an allowance of 0.5 % plus four standard errors. The mean energies exceed equilibrium by 0.4 % and 0.3 %. Ordinary heating and the slow variable $s$ both contribute, and these runs alone do not separate them. The share of $s$ follows from the flux condition $F'-F/kT=-J/a(s)$ with periodic $F$ and constant $J$. Solved by quadrature for the two bands, its stationary state at $E\to0$ has $|\mathrm{Re}\,\mu|$ lower than (8) by 0.3 % and 0.4 % and a mean energy higher by 0.3 %, while $r$ changes by less than 0.05 %.

The time scale of $s$ can be estimated. By (8), the mean energy diffusion coefficient is $kT$ times the power $e|\mathrm{Re}\,\mu|E^2$. In the parabolic run the power is $0.1025\times(3\times10^4)^2\simeq9.2\times10^7$ eV/s. With a constant coefficient $D_\varepsilon\simeq2.4\times10^6\ \mathrm{eV^2/s}$, the slowest periodic mode decays in $\varepsilon_0^2/(4\pi^2D_\varepsilon)\simeq17$ ps. The discarded flights last about 6 ps and the recorded ones 57 ps, so $s$ is still adjusting while data are taken. The low-field results are therefore averages over a slowly changing state.

**Nonparabolic band, $E=4\times10^5$ V/m.** The power is now more than 100 times larger, and the same estimate gives a decay time well below the discarded 4 ps. The mean energy rises from the equilibrium value of 40.0 meV to 45.9 meV, and the real part of the mobility falls in magnitude to 0.0766 $\mathrm{m^2/(V\,s)}$, against 0.0916 in linear response. Direct averaging gives $0.0769\pm0.0002$, which agrees with (6) within about two standard errors where (8) fails. The Hall factor is $1.222\pm0.004$.

The variance gain is now about 60. A velocity error $\delta V$ enters $r$ as $\delta V/(EB\mu^2)$, so a stronger field helps the direct average. For one fixed test momentum, $P=(0.8+0.5i)\sqrt{mkT}$ and $p_z=-0.6\sqrt{mkT}$, one Boris step of the mean candidate duration errs by $1.7\times10^{-6}\sqrt{mkT}$ at this field. The quantity to compare with is the standard error of the transverse velocity, $0.00003\times4\times10^5\simeq12$ m/s, or $8\times10^{-5}\sqrt{kT/m}$. The local error grows as $t^3$, whose mean over exponential flights is six times its value at the mean duration, and there are about five steps between collisions. If all these errors added, the total would be about $5\times10^{-5}$. This is just below the statistical error, and errors for different directions of the momentum partly cancel. Subdividing the flights would check this directly, and becomes necessary when $|\omega|/\Gamma_0$ is no longer small, or when the mass changes appreciably within one flight, that is when $\alpha(qE/\Gamma_0)^2/m$ is no longer small.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
mass 0.20 m_e; T 300 K; B 1.0 T; phonon 40 meV
alpha 0.50 1/eV; kT 25.852 meV; phonon number 0.2704
rate scales: acoustic 4.0e+12 1/s, optical 3.0e+12 1/s
rates constant above 14 kT; smoothing width in h 0.01 kT
parabolic |omega| 8.7941e+11 rad/s; thermal velocity sqrt(kT/m) 1.5078e+05 m/s
test flight: 1.0e-12 s, Ex 1.0e+05 V/m, Ez 5.0e+04 V/m
closed-form momentum error / sqrt(m kT): 2.7e-14
closed-form relative displacement error: 4.3e-14
Boris errors / sqrt(m kT), 16, 32, 64 steps: 2.951e-04, 7.380e-05, 1.845e-05
Boris observed order: 2.000
Boris relative phase error at angle 0.1 rad: 8.321e-04
one Boris step, mean candidate flight, high E: error / sqrt(m kT) 1.7e-06
Hall factor, acoustic parabolic, weak field: 1.17810
trajectories per run 20000; recorded-stage flights per trajectory 1800
[parabolic, low E] E 3.0e+04 V/m; candidate rate 3.161e+13 1/s
  mu_x, mu_y: -0.10248, -0.01359 m^2/(V s)
  their standard errors: 0.00011, 0.00005 m^2/(V s)
  direct mu_x, mu_y: -0.10165, -0.01455 m^2/(V s)
  direct standard errors: 0.00219, 0.00221 m^2/(V s)
  linear-response mu_x, mu_y: -0.10288, -0.01376 m^2/(V s)
  Hall factor 1.2713 +- 0.0031; linear response at B 1.2772
  weak-field Hall factor by quadrature 1.2847
  direct Hall error (linearized) 0.2070; variance gain 4392
  trajectories for 0.1 % Hall error: 120688
  mean energy 38.929 meV; equilibrium 38.778 meV
  fraction of samples above rate cutoff: 4.3e-06
[nonparabolic, low E] E 3.0e+04 V/m; candidate rate 4.622e+13 1/s
  mu_x, mu_y: -0.09108, -0.01133 m^2/(V s)
  their standard errors: 0.00013, 0.00005 m^2/(V s)
  direct mu_x, mu_y: -0.09599, -0.01439 m^2/(V s)
  direct standard errors: 0.00250, 0.00252 m^2/(V s)
  linear-response mu_x, mu_y: -0.09158, -0.01148 m^2/(V s)
  Hall factor 1.3449 +- 0.0045; linear response at B 1.3472
  weak-field Hall factor by quadrature 1.3553
  direct Hall error (linearized) 0.2990; variance gain 4337
  trajectories for 0.1 % Hall error: 227916
  mean energy 40.124 meV; equilibrium 39.999 meV
  fraction of samples above rate cutoff: 5.7e-06
[nonparabolic, high E] E 4.0e+05 V/m; candidate rate 4.622e+13 1/s
  mu_x, mu_y: -0.07656, -0.00723 m^2/(V s)
  their standard errors: 0.00006, 0.00003 m^2/(V s)
  direct mu_x, mu_y: -0.07691, -0.00712 m^2/(V s)
  direct standard errors: 0.00017, 0.00019 m^2/(V s)
  linear-response mu_x, mu_y: -0.09158, -0.01148 m^2/(V s)
  Hall factor 1.2217 +- 0.0041; linear response at B 1.3472
  weak-field Hall factor by quadrature 1.3553
  direct Hall error (linearized) 0.0319; variance gain 60
  trajectories for 0.1 % Hall error: 229153
  mean energy 45.876 meV; equilibrium 39.999 meV
  fraction of samples above rate cutoff: 1.3e-05
Hall error, nonparabolic low E: formula 0.00454, from 100 groups 0.00429
```
